# What the CASPT2 reference weight does and does not show: a program that tests the result

```python
# Result under test: the CASPT2 reference weight is w = 1/(1+S), where S is
# the squared norm of the first-order function. For one active fragment plus
# n non-interacting closed-shell spectators, S = S_A + n*s, so w falls with
# size while excitation energies stay fixed. A low w alone is no failure,
# and a high w alone is no proof of accuracy.
# Model: Hubbard-type fragments, two electrons each, energies in eV.
#   T_ACT, U_ACT : hopping and on-site repulsion of the active fragment
#   TAU, level   : coupling to, and energy of, its external site
#   T_SP, U_SP   : hopping and on-site repulsion of a spectator dimer
# E_pq denotes the spin-summed replacement operator (q -> p).
from functools import lru_cache
import numpy as np
from scipy import sparse
from scipy.linalg import block_diag
from scipy.constants import e as CHARGE

T_ACT, U_ACT, TAU = 2.0, 4.0, 0.4
T_SP, U_SP = 4.0, 4.0
GROUND, EXCITED = 0, 2      # CAS roots; root 1 is the triplet


def active_fragment(level):
    h = np.array([[0, -T_ACT, 0], [-T_ACT, 0, -TAU], [0, -TAU, level]])
    return h, np.eye(3), [U_ACT] * 3, "aav"


def spectator():
    h = np.array([[0, -T_SP], [-T_SP, 0]])
    orbitals = np.array([[1, 1], [1, -1]]) / np.sqrt(2)
    return h, orbitals, [U_SP] * 2, "iv"


@lru_cache(maxsize=None)
def replacement_operators(norb, nel):
    """Strings of one spin and all E_pq in the determinant basis."""
    strings = [s for s in range(1 << norb) if bin(s).count("1") == nel]
    index = {s: k for k, s in enumerate(strings)}
    size = len(strings)
    unit = sparse.identity(size, format="csr")
    ops = {}
    for p in range(norb):
        for q in range(norb):
            one = sparse.lil_matrix((size, size))
            for s in strings:
                if not (s >> q) & 1:
                    continue
                hole = s ^ (1 << q)
                if (hole >> p) & 1:
                    continue
                swaps = bin(s & ((1 << q) - 1)).count("1")
                swaps += bin(hole & ((1 << p) - 1)).count("1")
                one[index[hole | (1 << p)], index[s]] = (-1.0) ** swaps
            one = one.tocsr()
            ops[p, q] = (sparse.kron(one, unit)
                         + sparse.kron(unit, one)).tocsr()
    return strings, ops


def build(fragments):
    """Integrals, labels, operators and Hamiltonian of separate fragments."""
    coeff = block_diag(*[f[1] for f in fragments])
    h = coeff.T @ block_diag(*[f[0] for f in fragments]) @ coeff
    rep = np.concatenate([f[2] for f in fragments])
    eri = np.einsum("x,xp,xq,xr,xs->pqrs", rep, coeff, coeff, coeff,
                    coeff, optimize=True)
    labels = "".join(f[3] for f in fragments)
    strings, ops = replacement_operators(len(labels), len(fragments))
    one_body = h - 0.5 * np.einsum("prrq->pq", eri)
    dim = len(strings) ** 2
    ham = sparse.csr_matrix((dim, dim))
    for (p, q), op in ops.items():
        ham = ham + one_body[p, q] * op
        for r, s in np.argwhere(np.abs(eri[p, q]) > 1e-12):
            ham = ham + 0.5 * eri[p, q, r, s] * (op @ ops[r, s])
    return h, eri, labels, strings, ops, ham


def caspt2(fragments, root, exact=False):
    h, eri, labels, strings, ops, ham = build(fragments)
    norb = len(labels)
    inactive = sum(1 << k for k in range(norb) if labels[k] == "i")
    virtual = sum(1 << k for k in range(norb) if labels[k] == "v")
    allowed = np.array([(s & inactive) == inactive and (s & virtual) == 0
                        for s in strings])
    cas = np.flatnonzero(np.outer(allowed, allowed).ravel())
    energies, vectors = np.linalg.eigh(ham[cas][:, cas].toarray())
    ref = np.zeros(ham.shape[0])
    ref[cas] = vectors[:, root]
    dens = np.array([[ref @ (ops[p, q] @ ref) for q in range(norb)]
                     for p in range(norb)])
    fock = (h + np.einsum("rs,pqrs->pq", dens, eri)
            - 0.5 * np.einsum("rs,psrq->pq", dens, eri))
    fock_op = sparse.csr_matrix(ham.shape)
    for (p, q), op in ops.items():
        if abs(fock[p, q]) > 1e-13:
            fock_op = fock_op + fock[p, q] * op
    e_zero = ref @ (fock_op @ ref)
    # contracted single and double excitations outside the CAS
    singles = np.column_stack([op @ ref for op in ops.values()])
    doubles = np.hstack([op @ singles for op in ops.values()])
    doubles[cas] = 0.0
    metric, basis = np.linalg.eigh(doubles @ doubles.T)
    basis = basis[:, metric > 1e-8 * metric[-1]]
    outside = ham @ ref
    outside[cas] = 0.0
    source = basis.T @ outside
    assert np.linalg.norm(outside - basis @ source) < 1e-8
    matrix = basis.T @ (fock_op @ basis) - e_zero * np.eye(basis.shape[1])
    gaps, modes = np.linalg.eigh(matrix)
    coupling = modes.T @ source
    used = coupling ** 2 > 1e-12
    amplitudes = -coupling[used] / gaps[used]
    first = basis @ (modes[:, used] @ amplitudes)
    total = ref + first
    nearest = np.argmin(np.abs(gaps[used]))
    norm = amplitudes @ amplitudes
    out = dict(e_ref=energies[root], e2=outside @ first, norm=norm,
               weight=(ref @ total) ** 2 / (total @ total),
               gap=gaps[used][nearest],
               share=amplitudes[nearest] ** 2 / norm,
               dens=dens, fock=fock)
    out["energy"] = out["e_ref"] + out["e2"]
    assert abs(out["weight"] - 1 / (1 + norm)) < 1e-9
    if exact:
        values, states = np.linalg.eigh(ham.toarray())
        overlaps = (states.T @ ref) ** 2
        best = np.argmax(overlaps)
        out["exact"], out["overlap"] = values[best], overlaps[best]
    return out


def three_configuration_solution(level):
    """Excited singlet by hand: configurations g3, u3 and 33 of fragment A."""
    vg, vu = -TAU / np.sqrt(2), TAU / np.sqrt(2)
    root2 = np.sqrt(2)
    m = np.array([[level - U_ACT / 2 - T_ACT, 0, root2 * vg],
                  [0, level - U_ACT / 2 + T_ACT, root2 * vu],
                  [root2 * vg, root2 * vu, 2 * level - U_ACT]])
    v = np.array([vu, vg, 0.0])
    c = np.linalg.solve(m, -v)
    return c @ c, v @ c


# --- healthy geometry: add spectators explicitly -------------------------
HEALTHY, MILD, INTRUDER, MIXED = 10.0, 4.5, 4.0, 6.0
ground, excited = [], []
for n in range(3):
    system = [active_fragment(HEALTHY)] + [spectator()] * n
    ground.append(caspt2(system, GROUND, exact=True))
    excited.append(caspt2(system, EXCITED))
s_pair = U_SP ** 2 / (64 * T_SP ** 2)
e2_pair = -U_SP ** 2 / (16 * T_SP)
half_gap = np.hypot(2 * T_SP, U_SP / 2)
exact_pair = 0.5 * (1 + 2 * T_SP / half_gap)
excitation = [x["energy"] - g["energy"] for x, g in zip(excited, ground)]
assert abs(ground[1]["fock"][3, 4]) < 1e-12
for n in (1, 2):
    for family in (ground, excited):
        assert abs(family[n]["norm"] - family[0]["norm"] - n * s_pair) < 1e-8
        assert abs(family[n]["e2"] - family[0]["e2"] - n * e2_pair) < 1e-8
        assert abs(family[n]["gap"] - family[0]["gap"]) < 1e-7
        assert family[n]["weight"] < family[n - 1]["weight"]
    assert abs(excitation[n] - excitation[0]) < 1e-8
    product = ground[0]["overlap"] * exact_pair ** n
    assert abs(ground[n]["overlap"] - product) < 1e-8

# --- two active fragments: additivity is only approximate ----------------
pair = caspt2([active_fragment(HEALTHY)] * 2, GROUND)
excess = pair["norm"] / (2 * ground[0]["norm"]) - 1
assert 0.01 < excess < 0.15

# --- scan of the external level ------------------------------------------
scan = {}
for level in (HEALTHY, 8.0, MIXED, 5.0, MILD, INTRUDER, 3.0):
    x = caspt2([active_fragment(level)], EXCITED, exact=True)
    g = caspt2([active_fragment(level)], GROUND, exact=True)
    norm, e2 = three_configuration_solution(level)
    assert abs(x["norm"] - norm) < 1e-7 * (1 + norm)
    assert abs(x["e2"] - e2) < 1e-7
    scan[level] = (x, g)
error = {k: x["energy"] - x["exact"] for k, (x, g) in scan.items()}
bad, mixed = scan[INTRUDER][0], scan[MIXED][0]
assert abs(error[HEALTHY]) < 0.02
assert bad["weight"] < 0.1 and abs(error[INTRUDER]) > 1.0
assert bad["overlap"] > 0.9 and bad["share"] > 0.95
assert scan[INTRUDER][1]["weight"] > 0.95
assert mixed["weight"] > 0.95 and abs(error[MIXED]) > 0.15
assert mixed["overlap"] < 0.7

# --- differences of 1/w cancel the spectators; differences of w do not ---
mild_two = caspt2([active_fragment(MILD)] + [spectator()] * 2, EXCITED)
mild = scan[MILD][0]
inverse_0 = 1 / mild["weight"] - 1 / excited[0]["weight"]
inverse_2 = 1 / mild_two["weight"] - 1 / excited[2]["weight"]
assert abs(inverse_0 - inverse_2) < 1e-7
drop_0 = excited[0]["weight"] - mild["weight"]
drop_2 = excited[2]["weight"] - mild_two["weight"]
assert drop_2 < drop_0
N_BIG = 64
drop_big = (1 / (1 + excited[0]["norm"] + N_BIG * s_pair)
            - 1 / (1 + mild["norm"] + N_BIG * s_pair))

print(f"active fragment: hopping {T_ACT} eV, repulsion {U_ACT} eV")
print(f"coupling to external site: {TAU} eV")
print(f"spectator: hopping {T_SP} eV, repulsion {U_SP} eV")
print(f"healthy external level: {HEALTHY} eV")
occ = np.linalg.eigvalsh(ground[0]["dens"][:2, :2])
print(f"ground natural occupations: {occ[1]:.4f}, {occ[0]:.4f}")
print(f"spectator norm s: {s_pair:.6f}; e2: {e2_pair:.4f} eV")
print(f"exact reference weight of one spectator: {exact_pair:.5f}")
print("EXPLICIT CASPT2, healthy level (S, w dimensionless)")
for n in range(3):
    g, x = ground[n], excited[n]
    print(f"n={n} ground: S={g['norm']:.6f} w={g['weight']:.5f} "
          f"E2={g['e2']:.5f} eV")
    print(f"n={n} excited: S={x['norm']:.6f} w={x['weight']:.5f} "
          f"E2={x['e2']:.5f} eV")
    print(f"n={n} excitation energy: {excitation[n]:.6f} eV")
print(f"excitation energy in SI: {excitation[0] * CHARGE:.5e} J")
exact_exc = scan[HEALTHY][0]["exact"] - scan[HEALTHY][1]["exact"]
print(f"exact excitation energy: {exact_exc:.6f} eV")
print(f"smallest coupled denominator, excited: {excited[2]['gap']:.4f} eV")
print("GROUND STATE, LAW FOR n SPECTATORS: CASPT2 w | exact overlap")
for n in (0, 8, 16, 32, N_BIG):
    w = 1 / (1 + ground[0]["norm"] + n * s_pair)
    o = ground[0]["overlap"] * exact_pair ** n
    print(f"n={n}, electrons={2 + 2 * n}: {w:.4f} | {o:.4f}")
print(f"two active fragments: S exceeds 2*S_A by {100 * excess:.2f} %")
print("SCAN, n=0: level/eV, w excited, w ground, exact overlap excited")
for k, (x, g) in scan.items():
    print(f"{k:5.1f} {x['weight']:.4f} {g['weight']:.4f} "
          f"{x['overlap']:.4f}")
print("SCAN, excited, all in eV: level, denominator, E2, error vs exact")
for k, (x, g) in scan.items():
    print(f"{k:5.1f} {x['gap']:8.4f} {x['e2']:8.4f} {error[k]:8.4f}")
print(f"intruder: S={bad['norm']:.3f}, share of one function "
      f"{100 * bad['share']:.2f} %")
print(f"level {MILD} eV against {HEALTHY} eV, excited state:")
print(f"rise of 1/w: n=0 {inverse_0:.5f}, n=2 {inverse_2:.5f}")
print(f"drop of w: n=0 {drop_0:.4f}, n=2 {drop_2:.4f}, "
      f"n={N_BIG} {drop_big:.4f}")
print("done: every assertion held")
```

It prints:

```
active fragment: hopping 2.0 eV, repulsion 4.0 eV
coupling to external site: 0.4 eV
spectator: hopping 4.0 eV, repulsion 4.0 eV
healthy external level: 10.0 eV
ground natural occupations: 1.8944, 0.1056
spectator norm s: 0.015625; e2: -0.2500 eV
exact reference weight of one spectator: 0.98507
EXPLICIT CASPT2, healthy level (S, w dimensionless)
n=0 ground: S=0.001701 w=0.99830 E2=-0.01646 eV
n=0 excited: S=0.003042 w=0.99697 E2=-0.02139 eV
n=0 excitation energy: 6.467201 eV
n=1 ground: S=0.017326 w=0.98297 E2=-0.26646 eV
n=1 excited: S=0.018667 w=0.98168 E2=-0.27139 eV
n=1 excitation energy: 6.467201 eV
n=2 ground: S=0.032951 w=0.96810 E2=-0.51646 eV
n=2 excited: S=0.034292 w=0.96684 E2=-0.52139 eV
n=2 excitation energy: 6.467201 eV
excitation energy in SI: 1.03616e-18 J
exact excitation energy: 6.457210 eV
smallest coupled denominator, excited: 5.9840 eV
GROUND STATE, LAW FOR n SPECTATORS: CASPT2 w | exact overlap
n=0, electrons=2: 0.9983 | 0.9986
n=8, electrons=18: 0.8875 | 0.8854
n=16, electrons=34: 0.7989 | 0.7850
n=32, electrons=66: 0.6659 | 0.6171
n=64, electrons=130: 0.4996 | 0.3813
two active fragments: S exceeds 2*S_A by 5.72 %
SCAN, n=0: level/eV, w excited, w ground, exact overlap excited
 10.0 0.9970 0.9983 0.9937
  8.0 0.9937 0.9973 0.9789
  6.0 0.9776 0.9950 0.5205
  5.0 0.9180 0.9927 0.9223
  4.5 0.7255 0.9908 0.9531
  4.0 0.0194 0.9880 0.9596
  3.0 0.9247 0.9770 0.9136
SCAN, excited, all in eV: level, denominator, E2, error vs exact
 10.0   5.9840  -0.0214   0.0086
  8.0   3.9800  -0.0302   0.0224
  6.0   1.9733  -0.0541   0.2366
  5.0   0.9680  -0.0992  -0.1497
  4.5   0.4644  -0.1914  -0.2124
  4.0  -0.0400   2.0000   2.0000
  3.0  -1.0531   0.0506   0.1036
intruder: S=50.500, share of one function 99.99 %
level 4.5 eV against 10.0 eV, excited state:
rise of 1/w: n=0 0.37534, n=2 0.37534
drop of w: n=0 0.2715, n=2 0.2574, n=64 0.0788
done: every assertion held
```
